\section*{Coset counting of monolayer orientations on flat and stepped oxide surfaces, part 1}

(Sections cited here and not found follow in the second part.)

\section{Flat terraces: from one island to a coset count}

\subsection{Islands that meet}

A monolayer grown on an oxide crystal can start as many separate islands. Each island settles into some in-plane orientation, and the islands then grow until they touch. Two islands with the same orientation can join into one crystal if their lattices are also in register. Two islands with different orientations leave a grain boundary. If the substrate symmetry makes several orientations equal in energy, the substrate alone gives no energetic reason to choose among them. The question is how many such orientations there are, and which of them steps on the surface can tell apart.

Take first a surface with a threefold axis and three mirror planes containing the normal. Place on it a layer whose in-plane symmetry is also a threefold axis with three mirrors. Let $\theta$ be the angle from a substrate mirror axis to a layer mirror axis. Angles are in degrees throughout. The layer looks the same after a turn by $120^\circ$, so $\theta$ matters only modulo $120^\circ$.

A substrate rotation changes $\theta$ by a multiple of $120^\circ$, which is no change. A substrate mirror sends $\theta$ to $-\theta$, again up to a multiple of $120^\circ$. The equivalent orientations are therefore $\theta$ and $-\theta$. They coincide when
\begin{equation}
\theta\equiv-\theta \pmod{120^\circ}
\quad\Longleftrightarrow\quad
2\theta\equiv0 \pmod{120^\circ},
\end{equation}
that is, at $\theta=0^\circ$ or $60^\circ$. Each of these angles is equivalent only to itself. In particular, $0^\circ$ and $60^\circ$ are antiparallel orientations that this surface does not make equivalent. At $\theta=30^\circ$ the partner is $-30^\circ\equiv90^\circ$, which is $60^\circ$ away. There the antiparallel pair is equivalent.

As a check on the reasoning, let the surface become sixfold. Its rotations now include $60^\circ$, so $0^\circ$ and $60^\circ$ become equivalent. The extra equivalence comes from the substrate, since the layer has not changed.

\subsection{Orientation states as cosets}

The same argument can be made for any layer. Let $L$ be the point group of the free layer, including operations that exchange its two faces. Let $Q$ be the group of all point operations that map the plane to itself, whether or not they reverse the normal. Starting from a reference placement, apply $u\in Q$. Since the layer is unchanged by every $\ell\in L$, the placements $u$ and $u\ell$ are the same. An orientation state is thus a left coset $uL$.

Let $G$ be the point group of the substrate surface. Its elements keep the outward normal, because they cannot exchange crystal and vacuum. An element $g\in G$ carries the state $uL$ to $guL$. The state is unchanged when
\begin{equation}
guL=uL
\quad\Longleftrightarrow\quad
u^{-1}gu\in L
\quad\Longleftrightarrow\quad
g\in uLu^{-1}.
\end{equation}
Conjugation by $u$ cannot turn an operation that keeps the normal into one that reverses it. Hence only $L_+$, the subgroup of $L$ that keeps the normal, can contribute. The stabilizer is
\begin{equation}
K=G\cap uL_+u^{-1}.
\end{equation}

Two elements $g_1,g_2\in G$ give the same state when $g_2^{-1}g_1\in K$, which means that they lie in the same coset of $K$ in $G$. These cosets all have $|K|$ elements, so the number of equivalent orientations is
\begin{equation}
N_G=\frac{|G|}{|K|}.
\label{eq:count}
\end{equation}

Two conditions belong here. First, a mirror in $G$ may produce a mirror image of the layer. This is a placement of the same material if $L$ contains at least one improper operation: then every coset $uL$ has a proper representative, which is an ordinary rotation in space. For a layer that is chiral in three dimensions, the mirror image is another species. I assume an achiral layer. Second, orientations are compared after the layer has been free to slide to its best lateral position. Translations attached to symmetry operations then do not alter the count.

A layer with no operation that reverses the normal has separate face-up and face-down states. The substrate never connects them, so each family is counted by itself. If $L$ does contain a reversing operation, a face-down placement is also some face-up placement, and no extra family arises.

For the in-plane operations I write $(s,\alpha)$, with the action on a polar angle
\begin{equation}
\varphi\longmapsto \alpha+s\varphi,\qquad s=\pm1.
\end{equation}
Here $s=1$ is a rotation by $\alpha$. For $s=-1$, a fixed axis satisfies $\varphi=\alpha-\varphi$, so the mirror axis lies at $\alpha/2$. Turning the layer by $\theta$ conjugates its operations:
\begin{equation}
\varphi\mapsto\varphi-\theta\mapsto\alpha+s(\varphi-\theta)
\mapsto(\alpha+\theta-s\theta)+s\varphi .
\end{equation}
Rotations keep their angle, and a mirror has $\alpha$ replaced by $\alpha+2\theta$, so its axis moves by $\theta$, as it should. The turned group is called $L_+(\theta)$.

\subsection{A closed count for layers with mirrors}

Suppose that $G$ has an $n$-fold rotation axis. Let $L_+$ have an $m$-fold axis and $m$ mirrors, one of them at angle zero before the turn. The case $m=1$ means one mirror and no nontrivial rotation. Common rotations have angles that are multiples of both $360^\circ/n$ and $360^\circ/m$. They form a cyclic group of order
\begin{equation}
q=\gcd(n,m).
\end{equation}

If $G$ has mirrors, take their axes at $180^\circ k/n$. The layer axes lie at $\theta+180^\circ j/m$. Two axes coincide when, for some integers $j$ and $k$,
\begin{equation}
\theta=180^\circ\left(\frac{k}{n}-\frac{j}{m}\right)
=180^\circ\,\frac{km-jn}{nm}.
\end{equation}
The integers $km-jn$ run through all multiples of $q$. Since $q/(nm)=1/\operatorname{lcm}(n,m)$, coincidence requires
\begin{equation}
\theta=\text{an integer multiple of }\frac{180^\circ}{\operatorname{lcm}(n,m)}.
\label{eq:aligned}
\end{equation}
One common mirror multiplied by the $q$ common rotations gives $q$ common mirrors. Conversely, the product of two common mirrors is a common rotation, so there are no more than $q$. Thus $|K|=2q$ in an aligned case and $|K|=q$ otherwise. With $|G|=2n$ when $G$ has mirrors and $|G|=n$ when it has none,
\begin{equation}
N_G=
\begin{cases}
n/q, & G\text{ has no mirrors},\\
2n/(2q)=n/q, & \text{mirrors coincide},\\
2n/q, & \text{mirrors do not coincide}.
\end{cases}
\label{eq:closed}
\end{equation}

For $n=m=3$ this gives one orientation at multiples of $60^\circ$ and two elsewhere, as found at the start. For $n=6$, $m=3$, an aligned layer has $6/3=2$ orientations. A surface with no symmetry has $G=\{1\}$ and $N_G=1$.

Another limit is a nearly round layer. Let $m$ be a large multiple of $n$. Then $q=n$, and the count is one or two. The two misaligned orientations $\theta$ and $-\theta$ need to be compared only modulo $360^\circ/m$. Their separation tends to zero as $m$ grows, so the distinction disappears in the way expected for a disk.

\subsection{Which group belongs to a terrace?}

The point group of a bulk crystal can suggest mirrors that a single terrace does not have. Let $\mathbf n$ be the unit outward normal. Consider a space-group operation
\begin{equation}
\mathbf r\longmapsto M\mathbf r+\mathbf t,\qquad M\mathbf n=\mathbf n.
\end{equation}
Because $M$ is orthogonal, $M^{\mathsf T}\mathbf n=\mathbf n$ as well. The height $z=\mathbf n\cdot\mathbf r$ changes to
\begin{equation}
z'=\mathbf n\cdot M\mathbf r+\mathbf n\cdot\mathbf t
=(M^{\mathsf T}\mathbf n)\cdot\mathbf r+\mathbf n\cdot\mathbf t
=z+\mathbf n\cdot\mathbf t.
\end{equation}
Every point of the crystal is raised by the same amount.

For a rational face, the heights of lattice translations are the multiples of a period $h$. Operations with the same $M$ differ by a lattice translation, so each $M$ has a definite shift
\begin{equation}
\tau(M)=\mathbf n\cdot\mathbf t \pmod h.
\end{equation}
The product of two operations has translation $M_1\mathbf t_2+\mathbf t_1$. Taking the component along $\mathbf n$ gives
\begin{equation}
\tau(M_1M_2)=\tau(M_1)+\tau(M_2)\pmod h.
\end{equation}
Let $P$ be the group of all such $M$. The map $\tau$ is a homomorphism from $P$ to heights modulo $h$. Its kernel
\begin{equation}
T=\{M\in P:\tau(M)=0\}
\end{equation}
is a normal subgroup.

This $T$ is the point group of one unreconstructed terrace. A symmetry of a half crystal must keep the height of its topmost atoms, so its total normal translation is zero. Conversely, if $\tau(M)=0$, a lattice translation can be added to cancel the normal displacement. An operation with $\tau(M)\ne0$ maps a terrace to an equivalent terrace at another height. Operations in the same coset of $T$ reach the same kind, so symmetry relates $|P/T|$ kinds of terrace.

If no operation in $P$ needs a normal translation, then $T=P$ and the distinction vanishes. A glide plane containing the normal can make the two groups differ.

\subsection{Yttrium iron garnet}

Yttrium iron garnet, YIG, is an oxide in which this happens. Lengths below are in its cubic lattice parameter $a$. Its lattice is body-centred: translations have either three integer components or three half-odd-integer components. Three operations suffice for the argument:
\begin{align}
(x,y,z)&\mapsto(z,x,y),\\
(x,y,z)&\mapsto(y+\tfrac14,x+\tfrac14,z+\tfrac14),\label{eq:glide}\\
(x,y,z)&\mapsto(x,-y+\tfrac12,z+\tfrac12).\label{eq:axial}
\end{align}

On the (111) face, height is $(x+y+z)/\sqrt3$. Lattice vectors change $x+y+z$ by multiples of $1/2$, so
\begin{equation}
h_{111}=\frac{a}{2\sqrt3}=0.2887\,a.
\end{equation}
The cyclic permutation has no shift. The glide in Eq.~\eqref{eq:glide} changes the coordinate sum by $3/4$, which is $1/4$ modulo $1/2$. It therefore shifts the surface by half a period, $0.1443\,a$. The group $P$ has three rotations and three mirror parts, but $T$ has the three rotations alone. There are $6/3=2$ terrace kinds.

On (001), the lattice period is $a/2$. The diagonal glide shifts height by $a/4$, half a period. The axial glide in Eq.~\eqref{eq:axial} shifts it by $a/2$, a whole period, and belongs to $T$. The product of the axial and diagonal operations has a fourfold point part and a half-period shift. Thus $P$ has eight elements, whereas $T$ has four: the identity, the twofold rotation and two axial mirrors. Again there are two terrace kinds.

These assignments were tested on the atomic sites. For wavevectors $\mathbf k$ of the surface lattice, the intensity
\begin{equation}
I_c(\mathbf k)=\left|\sum_j f_j w_j
e^{2\pi i\mathbf k\cdot\mathbf r_j}\right|^2
\end{equation}
was formed from the top lattice period below a cut at height $c$. Here $f_j$ is the atomic number of atom $j$, and $w_j$ decreases with depth. Every operation satisfied
\begin{equation}
I_{c+\tau(M)}(M\mathbf k)=I_c(\mathbf k).
\end{equation}
With the cut left in place, operations outside $T$ changed the intensities. For one cut, one depth weight, three wavevectors and oxygen at the rounded position $(-0.03,0.05,0.15)$, the smallest change on (111) was $0.039$ of the largest intensity in the unturned set. On (001) it was $18$ times that reference. These sizes are not properties of YIG. Oxygen at $(-0.0271,0.0567,0.1504)$ gives $0.041$ and $20$, and other cuts, depth weights or wavevectors give values from $0.02$ to $0.7$ on (111) and from $0.1$ to $22$ on (001). Only the fact that they are nonzero is used. A value above one is possible because a turned wavevector can have a larger intensity than any in the unturned set.

An intensity cannot distinguish $\mathbf k$ from $-\mathbf k$, since the two amplitudes are complex conjugates. This adds an apparent twofold rotation on (111). It does not add a mirror to a group of rotations, so the missing mirror is still visible.

\section{Terrace kinds and steps: how equivalence is lost}

\subsection{Symbols and results carried over}

The group $P$ contains the crystal point operations that keep the surface normal. Its subgroup $T$ is the symmetry of one terrace, and the lattice period along the normal is $h$. The layer operations that keep the normal, after a turn by $\theta$, form $L_+(\theta)$. For either $G=T$ or $G=P$, the stabilizer and count are
\begin{equation}
K=G\cap L_+(\theta),\qquad N_G=|G|/|K|.
\end{equation}
On YIG(111), $P$ has three rotations and three mirrors, while $T$ has the rotations alone. The missing mirrors relate two terrace kinds, A and B, whose heights differ by $h/2$. The angle zero is along $[11\bar2]$ on (111) and along $[100]$ on (001). The layer remains rigid and achiral.

\subsection{One terrace and two terrace kinds}

The two counts answer different questions. $N_T$ is the number of equivalent orientations on one terrace. $N_P$ is the number over all symmetry-related terraces. Their ratio is
\begin{equation}
\frac{N_P}{N_T}
=\frac{|P|}{|T|}\,
\frac{|T\cap L_+(\theta)|}{|P\cap L_+(\theta)|}.
\end{equation}
With two terrace kinds, $|P|/|T|=2$. If the oriented layer has no symmetry that exchanges A and B, the two intersections are equal and the ratio is two. If it has one such symmetry, that element doubles the intersection and the ratio is one.

Consider a layer with point group $D_{3h}$ on YIG(111). One terrace has three rotations, all shared by the layer, so $N_T=3/3=1$ at every $\theta$. At $\theta=0^\circ$ the layer also shares the three mirrors of $P$, so $N_P=6/6=1$. At $\theta=30^\circ$ it shares no mirror, and $N_P=6/3=2$. The equivalent pair is $+30^\circ$ and $-30^\circ$, which are antiparallel.

This does not say that $+30^\circ$ and $-30^\circ$ are equivalent on terrace A. The mirror carries A with orientation $+30^\circ$ to B with orientation $-30^\circ$. If one orientation is favoured on A, the opposite one is favoured on B. Independent islands could then alternate between terraces even though each terrace has a unique preference within the pair.

A $D_{3h}$ layer at $30^\circ$ on YIG(111) can thus have a unique preference within the antiparallel pair on each terrace, with opposite preferences on A and B. It remains to find what happens to the energies when one layer covers both kinds, and which equivalences survive when the surface has steps.

Numerical values quoted here were computed with a short program.
